\section*{Halving the Harmonics of a Mirror-Symmetric Grating at Normal Incidence}

\section{The wasted half of the calculation}

Optical scatterometry infers the shape of a grating by computing its reflectance for many trial shapes and wavelengths. In the coupled-wave method each slice of each trial shape needs the eigenvectors of a dense matrix, at a cost growing as the cube of the number of harmonics. When the line is mirror-symmetric and the light arrives along the normal, nearly half of those eigenvectors are odd about the mirror plane. The even incident wave cannot excite them. A general solver computes them and then gives each an amplitude of zero, apart from rounding.

They can be removed beforehand. With orders $-N,\dots,N$ retained, the $2N+1$ harmonics reduce to $N+1$ even combinations, and the reflectance is the same at every $N$. For an eigensolver of strictly cubic cost the saving factor is $[(2N+1)/(N+1)]^3$, which approaches eight from below.

\section{Three harmonics by hand}

Take silicon lines in air on a silicon substrate: period $P=400$ nm, line width $w=180$ nm, depth $d=200$ nm, wavelength $\lambda=633$ nm. The silicon index is a rough $3.9+0.02i$, so $\epsilon_s=15.2096+0.1560i$. The time factor is $e^{-i\omega t}$, under which a positive imaginary index means absorption. The coordinate $x$ runs across the lines, with $x=0$ at a line centre, and $z$ points into the substrate. With $k_0=2\pi/\lambda$, depth is measured by $\zeta=k_0z$, and a prime means $d/d\zeta$.

In TE polarization the electric field is along the lines and obeys
\begin{equation}
\frac{1}{k_0^2}\frac{\partial^2E_y}{\partial x^2}+E_y''+\epsilon(x)E_y=0 .
\end{equation}
Insert $E_y=\sum_n f_n(\zeta)e^{2\pi inx/P}$ and $\epsilon=\sum_h\epsilon_he^{2\pi ihx/P}$. The $x$ derivative gives $-k_n^2f_n$ with $k_n=n\lambda/P$, and collecting equal exponentials gives
\begin{equation}
f_n''=k_n^2f_n-\sum_m\epsilon_{n-m}f_m .
\label{te}
\end{equation}
The Fourier integral over one period gives
\begin{equation}
\epsilon_0=1+(\epsilon_s-1)\frac wP,\qquad
\epsilon_h=(\epsilon_s-1)\frac{\sin(\pi hw/P)}{\pi h}\quad(h\ne0).
\end{equation}
The real parts are $\epsilon_0=7.394$, $\epsilon_1=4.467$ and $\epsilon_2=0.699$. Since $\epsilon(x)=\epsilon(-x)$, we have $\epsilon_{-h}=\epsilon_h$, even with absorption.

Keep $n=-1,0,1$. Then $k_1=1.5825$ and $k_1^2=2.504$, and \eqref{te} reads $f''=Af$ with
\begin{equation}
A=\begin{pmatrix}
k_1^2-\epsilon_0&-\epsilon_1&-\epsilon_2\\
-\epsilon_1&-\epsilon_0&-\epsilon_1\\
-\epsilon_2&-\epsilon_1&k_1^2-\epsilon_0
\end{pmatrix}.
\end{equation}
Define $c_0=f_0$, $c_1=(f_1+f_{-1})/\sqrt2$ and $s_1=(f_1-f_{-1})/\sqrt2$. The factor $1/\sqrt2$ makes the change of basis orthogonal. The middle row, with $f_1+f_{-1}=\sqrt2\,c_1$, gives
\begin{equation}
c_0''=-\epsilon_0c_0-\sqrt2\,\epsilon_1c_1 .
\end{equation}
Adding the outer rows and dividing by $\sqrt2$ gives
\begin{equation}
c_1''=-\sqrt2\,\epsilon_1c_0+(k_1^2-\epsilon_0-\epsilon_2)c_1 .
\end{equation}
In their difference the $f_0$ terms cancel:
\begin{equation}
s_1''=(k_1^2-\epsilon_0+\epsilon_2)s_1 .
\end{equation}
The even pair never meets $s_1$. Numerically, in real parts,
\begin{equation}
A_{\rm even}=\begin{pmatrix}-7.394&-6.318\\-6.318&-5.589\end{pmatrix},
\qquad A_{\rm odd}=-4.191 .
\end{equation}
The two-by-two block has mean diagonal $-6.492$ and half-difference $0.903$, so its eigenvalues are
\begin{equation}
q^2=-6.492\pm\sqrt{0.903^2+6.318^2}=-0.110,\;-12.874 .
\end{equation}
The full three-by-three matrix has eigenvalues $-12.874$, $-4.191$ and $-0.110$: the same two and the odd one. The incident wave has only $n=0$, so it drives $c_0$ and leaves $s_1$ at zero. The eigenvalue $-4.191$ was computed for nothing.

\section{What the even modes are in space}

An even mode is a cosine about the line centre. Periodicity makes the groove centre a second mirror plane, so the mode is a cosine about that plane too. For a mode varying as $e^{\pm q\zeta}$, the wave equation in a uniform region gives the squared lateral wave number $\epsilon+q^2$ in units of $k_0^2$. Put $\beta_1^2=\epsilon_s+q^2$, $\beta_2^2=1+q^2$, $a=k_0w/2$ and $b=k_0(P-w)/2$. At the wall the field is continuous, and so is $p$ times its lateral derivative, with $p=1$ for TE. In TM, where the field is $H_y$, $p=1/\epsilon$, because $\epsilon^{-1}\partial_xH_y$ is proportional to the continuous $E_z$. With amplitudes $C_1$ and $C_2$,
\begin{align}
C_1\cos\beta_1a&=C_2\cos\beta_2b,\\
-p_1\beta_1C_1\sin\beta_1a&=p_2\beta_2C_2\sin\beta_2b .
\end{align}
The sign differs because the groove cosine is measured back from its own centre. A nonzero solution requires
\begin{equation}
p_1\beta_1\sin\beta_1a\cos\beta_2b+p_2\beta_2\sin\beta_2b\cos\beta_1a=0 .
\end{equation}
This condition contains no Fourier truncation. Its two lowest TE roots have real parts $-13.39117$ and $-1.63191$; the even matrix at $N=40$ gives $-13.39115$ and $-1.63184$. In TM the roots are $-12.24930$ and $-1.05166$, against $-12.24907$ and $-1.05165$. The reduced matrix therefore finds the physical even modes. The $N=1$ values $-12.874$ and $-0.110$ show how coarse three harmonics are: the second mode is far off.

\section{The general reduction}

\subsection{Both polarizations}

Let $K$ be the diagonal matrix of $k_n$, and let $E$ and $F$ be the matrices with elements $\epsilon_{m-n}$ and $(1/\epsilon)_{m-n}$. Equation \eqref{te} is $f''=Af$ with $A=K^2-E$. The tangential magnetic field is proportional to $g=f'$, which is therefore continuous between slices.

For TM let $f$ hold the harmonics of $H_y$, and let $e$ be the electric field divided by the vacuum impedance. Maxwell's equations become
\begin{equation}
H_y'=i\epsilon e_x,\qquad
\frac1{k_0}\partial_xH_y=-i\epsilon e_z,\qquad
e_x'-\frac1{k_0}\partial_xe_z=iH_y .
\end{equation}
At a vertical wall $\epsilon e_x$ is continuous while $e_x$ jumps. A truncated product converges well when one factor is continuous, so we write $e_x=\epsilon^{-1}(\epsilon e_x)$, which gives $e_x=-iFf'$. The component $e_z$ is continuous at the wall, so the second equation is $iKf=-iEe_z$, or $e_z=-E^{-1}Kf$. The third equation then reads
\begin{equation}
-iFf''+iKE^{-1}Kf=if
\;\Rightarrow\;
A=F^{-1}(KE^{-1}K-1).
\end{equation}
The continuous partner is $g=Ff'$, since it equals $ie_x$.

\subsection{Why the blocks separate}

Let $J$ exchange $n$ and $-n$. It acts on the retained set only if the truncation is symmetric. Element $(m,n)$ of $JEJ$ is $\epsilon_{-m+n}$, which equals $\epsilon_{m-n}$ by mirror symmetry. Hence $JEJ=E$ and likewise $JFJ=F$. At normal incidence $k_{-n}=-k_n$, so $JKJ=-K$. Each term of $A$ contains $K$ either twice, so that the signs cancel, or not at all. Hence $JAJ=A$. If $Ju=u$ and $Jv=-v$, then
\begin{equation}
v^TAu=v^TJAJu=-v^TAu=0 .
\end{equation}
The same argument with $u$ and $v$ exchanged gives $u^TAv=0$. No element connects the two parities, and the spectrum of $A$ is the union of the block spectra.

\subsection{The reduced matrices}

The even coordinates are $c_0=f_0$ and $c_n=(f_n+f_{-n})/\sqrt2$. For $m,n\ge1$ the even element of $E$ is
\begin{equation}
\tfrac12(\epsilon_{m-n}+\epsilon_{m+n}+\epsilon_{-m-n}+\epsilon_{-m+n})
=\epsilon_{m-n}+\epsilon_{m+n}.
\end{equation}
For $n=0$, $m\ge1$ it is $(\epsilon_m+\epsilon_{-m})/\sqrt2=\sqrt2\,\epsilon_m$, and the corner is $\epsilon_0$. With $\sigma_0=1/\sqrt2$ and $\sigma_n=1$ otherwise, one formula covers all cases:
\begin{equation}
(E_+)_{mn}=\sigma_m\sigma_n(\epsilon_{m-n}+\epsilon_{m+n}),\qquad m,n=0,\dots,N .
\end{equation}
$F_+$ has the same form with the coefficients of $1/\epsilon$. For TE, $A_+=K_+^2-E_+$, where $K_+^2$ is diagonal with entries $k_n^2$.

TM needs more care, because $K$ changes parity: a lateral derivative turns a cosine into a sine. The inverse in $KE^{-1}K$ therefore acts between odd vectors, where
\begin{equation}
(E_-)_{mn}=\epsilon_{m-n}-\epsilon_{m+n},\qquad m,n=1,\dots,N .
\end{equation}
Let $\kappa$ be the diagonal matrix of $k_1,\dots,k_N$. Since $K$ annihilates the zero order,
\begin{equation}
A_+=F_+^{-1}\left[\begin{pmatrix}0&0\\0&\kappa E_-^{-1}\kappa\end{pmatrix}-1\right].
\end{equation}
Using $E_+$ in place of $E_-$ would give $E_z$ the wrong parity.

\subsection{From modes to reflectance}

The same equations serve the full and the even problem. Let the columns of $W$ be eigenvectors of $A$ with eigenvalues $q^2$, ${\rm Re}\,q\ge0$, and let $\delta=k_0d$ and $X=e^{-q\delta}$, with $q$ read as a diagonal matrix. In a slice with top at $\zeta=0$,
\begin{align}
f&=W\left(e^{-q\zeta}\alpha+e^{-q(\delta-\zeta)}\beta\right),\\
g&=V\left(-e^{-q\zeta}\alpha+e^{-q(\delta-\zeta)}\beta\right),
\end{align}
where $V=Wq$ for TE and $V=FWq$ for TM. No exponential grows, so deep slices cause no overflow. Describe everything below the slice by an admittance, $g=-Yf$. At $\zeta=\delta$,
\begin{equation}
V(-X\alpha+\beta)=-YW(X\alpha+\beta).
\end{equation}
Collecting $\beta$ on the left gives $\beta=RX\alpha$ with
\begin{equation}
R=(V+YW)^{-1}(V-YW).
\end{equation}
At the top, $f=W(1+XRX)\alpha$ and $g=-V(1-XRX)\alpha$, so the admittance passed upward is
\begin{equation}
Y_{\rm top}=V(1-XRX)\,[W(1+XRX)]^{-1}.
\end{equation}

In the substrate only waves leaving the grating exist. They vary as $e^{-q_n\zeta}$ with $q_n=-i\sqrt{\epsilon_s-k_n^2}$, the root having nonnegative imaginary part. The starting $Y$ is diagonal, with entries $q_n$ for TE and $q_n/\epsilon_s$ for TM. In air $Y_0$ has entries $-i\sqrt{1-k_n^2}$. Let $u$ be the incident vector and $r$ the reflected one. The reflected waves travel upward, so their part of $g$ has the opposite sign:
\begin{equation}
-Y_0u+Y_0r=-Y(u+r)\;\Rightarrow\;(Y_0+Y)r=(Y_0-Y)u .
\end{equation}

The outer admittances depend on $k_n^2$ and are equal for $\pm n$. Every step thus preserves parity. The odd part of the last equation is $(Y_0+Y)_-r_-=0$, so $r_-=0$ unless the structure supports an odd wave without a source. Even then the incident wave does not drive it. The even part has $N+1$ unknowns and source $u=(1,0,\dots,0)^T$. Its first component is the specular amplitude $r_0$, with reflectance $|r_0|^2$; the others give $r_{\pm n}=c_n/\sqrt2$.

The algorithm is therefore: put the origin on the common mirror plane of all slices; form $A_+$, and for TM $F_+$, in each slice; carry $Y$ from the substrate to the top; solve for $r$ with $N+1$ unknowns.

\section{Reflectance and cost in the example}

At $N=20$ the even problem gives the TE amplitude $r_0=-0.3106+0.0790i$, so
\begin{equation}
|r_0|^2=0.3106^2+0.0790^2=0.1027 .
\end{equation}
In TM, $r_0=0.1162-0.4139i$ and $|r_0|^2=0.1848$. The full 41-harmonic reflectances differ from these by $2.3\times10^{-15}$ and $9.3\times10^{-14}$, which is rounding. As a test that uses no eigenmodes, the full system at $N=8$ was carried through the grating by matrix exponentials of 16 thin slabs. Its specular amplitude agreed with the even result to better than $10^{-8}$ in both polarizations.

Agreement between full and even is not convergence. At $N=5$ the TE reflectance is 0.0910, about 12\% below the $N=80$ value of 0.1029, and the full solver shares that error. At $N=20$ the difference from $N=80$ is about 0.2\% in TE and 0.04\% in TM, relative to the $N=80$ values.

For the cost, write
\begin{equation}
\left(\frac{2N+1}{N+1}\right)^3=\left(2-\frac1{N+1}\right)^3
\simeq8-\frac{12}{N+1}.
\end{equation}
The exact factor is 6.96 at $N=10$ and 7.71 at $N=40$. Two measurements can be set against it. First, multiplications were counted during a Schur reduction, the main part of a dense eigensolver, of the TM matrices. The ratios were 5.90, 6.44 and 6.88 for $N=10$, 20 and 40. They rise with $N$ but lie below the cubic law. The shortfall arises in the iteration. At $N=40$ the full matrix took 166 sweeps for 81 harmonics and the even one 90 for 41, so the full matrix needed fewer sweeps per harmonic, which accounts for part of it.

Second, the run time of a library eigensolver at $N=120$ was 108.4 ms for the full and 31.7 ms for the even matrix. That ratio is 3.42, not the 7.90 of the cubic law. A plausible but untested reason is that the library handles the larger matrix more efficiently per operation. Eightfold is thus the limit for operation counts under cubic scaling; the time saved must be measured on the machine in use.

\section{When the reduction fails}

\subsection{A displaced origin}

Moving the grating by $x_0$ multiplies $\epsilon_h$ by $e^{-2\pi ihx_0/P}$. The full problem absorbs this in phases of $f_n$ and keeps $|r_0|^2$. An even projection about the old origin does not. For $x_0=P/4$ the coefficients $\epsilon_{\pm1}$ become $\mp i\epsilon_1$, and the coupling of $c_0$ to $c_1$, proportional to their sum, vanishes. At $N=12$ in TE the full reflectance stays at 0.1022, while the naive projection gives 0.2267. A shift by $P/2$ is harmless: it multiplies $\epsilon_h$ by $(-1)^h$ and places the origin on the other mirror plane.

\subsection{Oblique light and leaning lines}

At incidence angle $\theta$ in the plane across the lines, $k_n=\sin\theta+n\lambda/P$. Then $k_n^2-k_{-n}^2=4n(\lambda/P)\sin\theta$, which couples even and odd vectors. A leaning line has no common mirror plane, although each thin slice has its own. In general both cases need all $2N+1$ harmonics. An exception for vertical lines is $\sin\theta=\lambda/(2P)$: with orders $-N,\dots,N-1$ the $k_n$ are again symmetric about zero, and the problem splits into two half-size ones, both driven by the light. Light tilted along the lines, rather than across them, keeps $k_n=n\lambda/P$ and the mirror symmetry: TE and TM then couple, but the coupled problem still splits by parity. In the full solution at $N=20$, the odd first-order amplitude $|r_1-r_{-1}|/\sqrt2$ is 0.011 in TE and 0.007 in TM for $3^\circ$ incidence. For a lean of 10 nm over the line height it is 0.063 and 0.028 with the origin at the line centre at mid-height. This number depends on the origin: it is 0.040 and 0.016 about the centre of the line top, and a vertical line displaced by 5 nm from the origin already gives 0.023 and 0.035. Since $k_1>1$, the orders $\pm1$ are evanescent in air, so these are near-field amplitudes at the top of the grating.

The specular reflectance responds more weakly. Reflection in $x$ turns $\theta$ into $-\theta$, or a right lean into a left lean, without changing $|r_0|^2$. Where the reflectance is smooth, its change therefore starts at second order. It is $-0.0016$ (TE) and $-0.0017$ (TM) for the tilted beam, and $-0.0068$ and $-0.0015$ for the lean. For the same reason, specular reflectance at normal incidence cannot reveal which way a line leans. The lean was modelled with ten slices at $N=20$; raising $N$ to 80 shifts its TM values by about 0.001 in the odd amplitude and 0.0001 in the reflectance change.

\subsection{The model beside a real target}

Silicon line gratings are used as targets for optical linewidth control. A 400 nm period is coarse beside the densest device patterns, whose periods are roughly tens of nanometres. Real lines have sloped walls, a thin oxide and an index that depends on temperature and doping. With all else fixed, the model's reflectance changes at $N=20$ are as follows.
\begin{center}
\begin{tabular}{lrr}
Change & TE & TM\\
$88^\circ$ walls, same mean width & $-0.030$ & $-0.007$\\
2 nm conformal oxide & $+0.006$ & $+0.002$\\
silicon index $+0.02$ & $+0.022$ & $+0.003$\\
line width $+1$ nm & $+0.020$ & $+0.001$
\end{tabular}
\end{center}
The sloped walls move the TE value most, by about 29\% of its 0.103. In TE the index error acts like a width error of about 1 nm, so a rough index is not good enough for nanometre metrology here. With an index of $3.88+0.019i$, close to tabulated values for silicon at this wavelength, the TE reflectance is 0.082 instead of 0.103. None of these four changes breaks the mirror symmetry, so all can be included in the even problem. Leaning lines, unequal walls and those rays of a finite beam cone that are tilted across the lines do break it, and the full set of harmonics must then in general be restored.

\section*{Computed results}
\begin{verbatim}
period, width, depth: 400, 180, 200 nm
wavelength 633 nm, photon energy 1.959 eV
rough silicon index 3.90+0.02j, eps 15.2096+0.1560j (no unit)
lateral step wavelength/period = 1.5825 (no unit)
eps Fourier coefficient 0: 7.3943+0.0702j
eps Fourier coefficient 1: 4.4674+0.0490j
eps Fourier coefficient 2: 0.6989+0.0077j
N=1 TE even matrix row 0: -7.3943-0.0702j, -6.3178-0.0694j
N=1 TE even matrix row 1: -6.3178-0.0694j, -5.5889-0.0779j
N=1 TE full q^2: -12.8736-0.1422j, -4.1912-0.0625j, -0.1096-0.0059j
N=1 TE even q^2: -12.8736-0.1422j, -0.1096-0.0059j
N=1 TE odd q^2: -4.1912-0.0625j
TE even mode 0: q^2 = -13.39115-0.15115j, wall condition -13.39117-0.15115j
TE even mode 1: q^2 = -1.63184-0.06228j, wall condition -1.63191-0.06228j
TM even mode 0: q^2 = -12.24907-0.15381j, wall condition -12.24930-0.15382j
TM even mode 1: q^2 = -1.05165-0.00420j, wall condition -1.05166-0.00420j
TE N=20 specular amplitude (even): -0.310628+0.078984j
TE R full 0.1027282812, even 0.1027282812
TE |R full - R even| = 2.3e-15
TM N=20 specular amplitude (even): 0.116212-0.413936j
TM R full 0.1848481214, even 0.1848481214
TM |R full - R even| = 9.3e-14
convergence N=5: R TE 0.090972, R TM 0.183002
convergence N=10: R TE 0.101732, R TM 0.184537
convergence N=20: R TE 0.102728, R TM 0.184848
convergence N=40: R TE 0.102898, R TM 0.184911
convergence N=80: R TE 0.102919, R TM 0.184923
TE N=12 R centered 0.102174, moved full 0.102174
TE N=12 R moved, naive even projection 0.226715
change of R, 2 nm oxide: TE +0.00643, TM +0.00161
change of R, 88 degree walls: TE -0.02963, TM -0.00708
change of R, 3 degree incidence: TE -0.00158, TM -0.00171
change of R, 10 nm lean: TE -0.00682, TM -0.00150
change of R, index +0.02: TE +0.02161, TM +0.00342
change of R, width +1 nm (scale): TE +0.02004, TM +0.00068
odd first-order amplitude, 3 degree incidence: TE 0.0109, TM 0.0072
odd first-order amplitude, 10 nm lean: TE 0.0631, TM 0.0282
N=10 Schur multiplications: 121744 / 20628
N=10 sweeps 47 / 28, count ratio 5.90, cubic law 6.96
N=20 Schur multiplications: 827704 / 128608
N=20 sweeps 86 / 48, count ratio 6.44, cubic law 7.44
N=40 Schur multiplications: 6130808 / 890872
N=40 sweeps 166 / 90, count ratio 6.88, cubic law 7.71
N=120 eig time: full 108.4 ms, even 31.7 ms
N=120 time ratio 3.42, cubic law 7.90
\end{verbatim}
